The Collisional Ion Sheath with a Constant Mean Free Path, part 1

(Sections cited here and not found follow in the second part.)

## First half: ion drift and the sheath current

A negatively biased electrode in a plasma is covered by a sheath, a layer from which most electrons are repelled and through which positive ions travel to the surface. In sputter etching these ions, and any fast neutral atoms they produce on the way, bombard the surface. At sufficiently high gas pressure an ion collides many times on the way, and the relation between current, voltage and sheath thickness differs from that for free fall. The problem is to find this relation and the range in which it can be used.

The sheath is planar and steady. It extends from the plasma edge at x = 0 to the electrode at x = s. The ions have charge +e and mass M, and travel towards positive x. Let Φ(x) be the potential drop from the edge to x, so that the electric potential relative to the edge is −Φ. Then

E = dΦ/dx

is the field towards the electrode, and is positive. The total drop is V = Φ(s). The ion current density J is also positive towards the electrode. SI units are used in the equations.

The gas is the parent gas of the ions, as with argon ions in argon. In charge exchange a moving ion takes an electron from a nearly stationary atom. The old ion continues as a fast neutral atom, and the atom it met becomes a slow ion. Four assumptions define the basic model:

- Charge exchange is the only collision process, each new ion starts at rest, and the mean free path λ is independent of energy.
- λ is much smaller than s, so that the ion speed follows the local field.
- V is so large compared with the electron temperature in volts that electrons in the sheath and the field at its edge can be neglected.
- No ions are created by ionization inside the sheath.

### (a) How fast do the ions drift in a uniform field?

**Question.** Find the mean ion speed u in a uniform field E, averaged over many flights between collisions.

**Solution.** A constant mean free path means that the chance of a collision in a short path dl is dl/λ, whatever the speed. The lengths l of the flights therefore have the probability density

P(l) = exp(−l/λ)/λ.

The mean length is λ. An ion starting from rest has acceleration eE/M, so l = eEt²/(2M), and a flight of length l lasts

t(l) = (2Ml/eE)^(1/2).

Its mean duration is

⟨t⟩ = (2M/eE)^(1/2) ∫₀^∞ l^(1/2) exp(−l/λ) dl/λ.

Put l = λq², so that dl = 2λq dq. The integral becomes

2λ^(1/2) ∫₀^∞ q² exp(−q²) dq.

Integration by parts, with q as one factor and q exp(−q²) as the other, gives

∫₀^∞ q² exp(−q²) dq = (1/2) ∫₀^∞ exp(−q²) dq = √π/4.

Hence

⟨t⟩ = (2M/eE)^(1/2) (πλ)^(1/2)/2 = [πMλ/(2eE)]^(1/2).

Over many flights, the mean speed is the total distance divided by the total time. This is ⟨l⟩/⟨t⟩, not the average of the separate ratios l/t. Therefore

u = λ/⟨t⟩ = [2eEλ/(πM)]^(1/2).

It is convenient to write

u = a E^(1/2), a = [2eλ/(πM)]^(1/2).

The square root has a simple origin. A stronger field shortens each flight time but leaves the mean flight length unchanged. Since the time falls as E^(−1/2), the speed rises as E^(1/2).

### (b) What energies do the ions have?

**Question.** Find the distribution of speeds in the uniform field, and the mean kinetic energy just before a collision.

**Solution.** An ion that has reached speed v has travelled l = Mv²/(2eE). The chance that it survived this far is exp(−l/λ). New ions appear at a steady rate, and speed grows uniformly with time, so equal intervals of speed correspond to equal intervals of age. The distribution of speeds present at one instant is therefore

f(v) ∝ exp[−Mv²/(2eEλ)], v > 0.

This is half of a Gaussian, with mean square speed eEλ/M. The mean kinetic energy of the ions present is thus eEλ/2.

Just before a collision the energy is eEl. Since ⟨l⟩ = λ, its mean is

⟨W⟩ = eEλ.

This is twice the mean energy of the ions present, because a collision is more likely per unit time for a fast ion. The same weighting by speed applies to ions crossing a plane, so eEλ is also the mean energy of the ions striking a surface in a uniform field.

A simulation in small time steps gives a direct comparison. It followed 20,000 ions, and in each step drew a random number to decide whether each ion collided. With time measured in (Mλ/eE)^(1/2), the step was 0.01, and averages were taken from time 5 to time 25. The mean speed was 0.8015 (eEλ/M)^(1/2), against the formula's (2/π)^(1/2) = 0.7979 in the same unit. The mean collision energy was 0.997 eEλ.

The simulated speed is 0.0036 too high. A finite step produces an error of this sign, since it counts the speed before a collision for the whole step, although on average the ion is slow during half of it. Collisions occur in a fraction v dt of the steps, in these units, and each adds about v/2. The expected excess is ⟨v²⟩dt/2 = 0.005, which is of the observed size.

### (c) What equation governs the field in the sheath?

**Question.** Use conservation of ions and Poisson's equation to obtain one equation for E(x), assuming that the drift law of part (a) holds locally.

**Solution.** Charge exchange removes an ion and creates another at the same place. It changes the speed of the charge carrier but not the number of ions. With no ionization in the sheath, and in a steady state, the ion current density is therefore the same at every x:

J = e n u.

Here n is the ion density. The charge density is

e n = J/u = J/(aE^(1/2)).

With electrons neglected, Poisson's equation in the sign convention used here is

dE/dx = e n/ε₀.

The positive sign is correct: positive charge makes the field towards the electrode grow with x. Inserting the charge density and multiplying by E^(1/2) gives

E^(1/2) dE/dx = J/(ε₀a).

The right side is constant. The use of a local drift law requires the field to change little over one mean free path. This condition must fail close enough to an edge where E = 0, and its cost is worked out in the second half.

### (d) How are current, voltage and thickness related?

**Question.** Solve the field equation with E(0) = 0. Find the profiles of field, potential drop and density, and express J in terms of V and s.

**Solution.** Integrate from the edge to x:

(2/3)E^(3/2) = Jx/(ε₀a).

Hence

E(x) = [3Jx/(2ε₀a)]^(2/3).

The field grows as x^(2/3). A second integration gives the potential drop:

Φ(x) = [3J/(2ε₀a)]^(2/3) ∫₀^x x'^(2/3) dx'

Φ(x) = (3/5)[3J/(2ε₀a)]^(2/3) x^(5/3) = (3/5) x E(x).

At the electrode this becomes V = (3/5)sE(s), so the wall field is

E(s) = 5V/(3s).

To find J, set x = s in the first integral:

J = (2/3)ε₀a E(s)^(3/2)/s.

Substitution of the wall field gives

J = (2/3)(5/3)^(3/2) ε₀a V^(3/2)/s^(5/2).

With a written out,

J = (2/3)(5/3)^(3/2) ε₀ [2eλ/(πM)]^(1/2) V^(3/2)/s^(5/2).

This is the collisional sheath law for constant mean free path. Its powers can be read from two estimates. A drop V across a thickness s needs a charge density of order ε₀V/s². The drift speed is of order (eλV/Ms)^(1/2). Their product contains V^(3/2)/s^(5/2), and the integration supplies the number in front.

The density is

n(x) = J/(eaE^(1/2)) = n(s)(x/s)^(−1/3).

It diverges at the edge because the drift speed vanishes there. The amount of charge remains finite:

∫₀^s n dx = (3/2)n(s)s.

The divergence belongs to the approximation E(0) = 0. In the plasma the ions arrive with a finite speed and the density is finite.

Suppose that V and J are imposed, the latter by the supply of ions from the plasma, and that the thickness adjusts itself. Solving the law for s shows that

s ∝ λ^(1/5) V^(3/5) J^(−2/5).

At fixed V and J, a change of gas pressure thus has a weak effect on the thickness. At fixed V and s, on the other hand, J varies as λ^(1/2), or as the inverse square root of gas density.

### (e) Which assumption fixes the powers?

**Question.** Replace the drift law by u = bE^p, with constants b and p > 0, and repeat the derivation.

**Solution.** Continuity and Poisson's equation now give

E^p dE/dx = J/(ε₀b).

With E(0) = 0, the first integral is

E^(1+p)/(1+p) = Jx/(ε₀b).

The field therefore varies as x^(1/(1+p)). Its integral is

V = sE(s)/[1 + 1/(1+p)] = [(1+p)/(2+p)] sE(s).

Solving for E(s) and inserting it in the first integral at x = s gives

J = [ε₀b/(1+p)] [(2+p)/(1+p)]^(1+p) V^(1+p)/s^(2+p).

For p = 1/2 and b = a this is the law of part (d). For p = 1, a constant mobility b, it becomes

J = (9/8)ε₀b V²/s³.

The powers 3/2 and −5/2 thus express a drift speed proportional to the square root of the local field. Collisions alone do not imply them. Free fall is not included in this family, because the speed of a freely falling ion depends on the potential drop since its start rather than on the local field.

### (f) What does the law give for an argon sheath?

**Question.** An electrode for sputter etching faces an argon plasma sustained by a separate source. Take a pressure of 150 mTorr, a gas temperature of 300 K, V = 1000 V, s = 10 mm and a charge-exchange cross-section σ = 4.0 × 10⁻¹⁹ m². These are rough values for a high-voltage, relatively high-pressure case. Find the current density and the state of the ions at the electrode.

**Solution.** The pressure is 20.0 Pa. The ideal-gas law gives the atom density

N = p_gas/(k_B T) = 4.83 × 10²¹ m⁻³.

The mean free path is

λ = 1/(Nσ) = 1/(4.83 × 10²¹ × 4.0 × 10⁻¹⁹) m = 0.518 mm.

Thus λ/s = 0.052, so that about 19 mean free paths fit into the sheath. With M = 6.63 × 10⁻²⁶ kg,

a = [2eλ/(πM)]^(1/2) = 28.2 m s⁻¹ (V/m)^(−1/2).

The numerical factor in the current law is (2/3)(5/3)^(3/2) = 1.434. Hence

J = 1.434 × 8.854 × 10⁻¹² × 28.2 × 1000^(3/2)/0.010^(5/2) A/m²

J = 1.13 A/m² = 0.113 mA/cm².

A numerical integration of Poisson's equation, started from a negligible edge field of 1 V/m and with J adjusted until the drop was 1000 V, also gave 1.133 A/m². Doubling V and s in turn, with λ fixed, gave powers of 1.5000 and −2.5000.

The wall field is

E(s) = 5 × 1000/(3 × 0.010) V/m = 167 kV/m.

The drift speed there is 28.2 × (1.667 × 10⁵)^(1/2) m/s = 11.5 km/s, and the density is

n(s) = J/(eu) = 6.1 × 10¹⁴ m⁻³.

At half depth the field is 0.5^(2/3) = 0.63 of its wall value, while the potential drop is 0.5^(5/3) = 0.315 of V. More than two thirds of the voltage therefore lies in the half of the sheath next to the electrode.

In the local model the mean impact energy is eE(s)λ = 86 eV, less than a tenth of the 1000 eV that an ion would gain without collisions. Charge exchange does not destroy the rest of the energy; most of it leaves the ions as kinetic energy of fast neutral atoms.

## Second half: where the current law holds

The sheath extends from the plasma edge at x = 0 to the electrode at x = s. The potential drop from the edge is Φ(x), with Φ(s) = V, and E = dΦ/dx is the field towards the electrode. Ions of charge e and mass M carry the current density J through their parent gas. They restart from rest at each charge-exchange collision, and λ is their mean free path. If their speed follows the local field,

u = aE^(1/2), a = [2eλ/(πM)]^(1/2)

J_loc = (2/3)(5/3)^(3/2) ε₀a V^(3/2)/s^(5/2).

In this local model E is proportional to x^(2/3), and E(s) = 5V/(3s). The argon example has λ = 0.518 mm, s = 10 mm and V = 1000 V, which give J_loc = 1.133 A/m².

### (g) What replaces the local drift law?

**Question.** Find the ion density at x when the field varies over a mean free path. Let ions enter the sheath at rest. Check that a uniform field gives back the drift law.

**Solution.** All ions move towards the electrode. In a thin layer dx', each crossing ion has probability dx'/λ of a collision. The flux is J/e, so the number of new ions per unit volume and time is J/(eλ), everywhere in the sheath.

An ion born at x' reaches x without another collision with probability exp[−(x−x')/λ]. Energy conservation gives its speed on arrival:

v(x',x) = {2e[Φ(x) − Φ(x')]/M}^(1/2).

A steady stream contributes its flux divided by its speed to the density. Adding the streams from all birthplaces, and the ions that entered at the edge and have not yet collided, gives

n(x) = (J/e){∫₀^x exp[−(x−x')/λ]/[λv(x',x)] dx' + exp(−x/λ)/v(0,x)}.

Now take a uniform field and a point many mean free paths from the edge. The last term is negligible. With y = x − x', the speed is v = (2eEy/M)^(1/2), and

n = (J/e)[M/(2eE)]^(1/2) ∫₀^∞ y^(−1/2) exp(−y/λ) dy/λ.

The substitution y = λq² turns the integral into 2λ^(−1/2) ∫₀^∞ exp(−q²) dq = (π/λ)^(1/2). Therefore

n = (J/e)[πM/(2eEλ)]^(1/2) = J/(eu).

This is the local drift law, now obtained by counting ions in space rather than by following one ion in time.

### (h) Which power survives when λ/s is not small?

**Question.** Write Poisson's equation for this density in dimensionless form. Find what it implies for the dependence on V and s, and find the collisionless limit.

For ions whose drift follows the local field, the current density varies as V^(3/2)/s^(5/2), and an ion density that does not rely on this local drift law has also been found. It remains to answer question (h) with that density, and then to find how large the errors of the local law are and when it may be used.
